# Why butadiene closes by conrotation in its ground state

Butadiene can close to cyclobutene by turning its two end groups. When each end orbital of a four-orbital model has turned by $37.8^\circ$, one sense of rotation has no gap between its highest filled and lowest empty levels. The other has a gap of $1.68|\beta|$, where $|\beta|$ is the strength of one full $\pi$ coupling. The two cases share three of their four couplings. The fourth, between the chain ends, is $0.625$ in the first case and $-0.500$ in the second. These notes trace how that sign decides the outcome, and weigh it against the other changes along the path.

## 1. The model and its signs

Number the carbon atoms 1-2-3-4 along the chain. Each carries one p orbital $\phi_i$, and four electrons fill the resulting levels in pairs. "Thermal" here means that the molecule stays in this closed-shell ground configuration. Energies are measured from the common site energy $\alpha$ in units of $|\beta|$. Orbital overlap is neglected in the secular problem, as usual in Hückel theory, but its sign fixes the sign of the coupling:

$$H_{ij}=-k_{ij},\qquad k_{ij}\propto S_{ij}.$$

A positive $k$ is bonding between orbitals of equal sign.

Let $x$ point from atom 1 to atom 4 and let $z$ be normal to the carbon plane. The terminal bonds are idealized as lying along $y$. The end orbitals turn about these bonds by an angle $\theta$, from $0$ in butadiene to $90^\circ$ in cyclobutene. The direction of $\phi_1$ is $(\sin\theta,0,\cos\theta)$. In **disrotation** the ends turn in opposite senses, and $\phi_4$ points along $(-\sin\theta,0,\cos\theta)$. In **conrotation** they turn in the same sense, and $\phi_4$ points along $(\sin\theta,0,\cos\theta)$.

A p orbital transforms like a vector, so for directions $\mathbf u$ and $\mathbf v$

$$S_{14}=-u_xv_xS_\sigma+u_zv_zS_\pi .$$

The mixed terms vanish because $p_z$ is odd under $z\to-z$ while $p_x$ is even. Here $S_\sigma>0$ is the overlap when equal-sign lobes face each other. Two orbitals both pointing along $+x$ present opposite lobes, hence the minus sign. Inserting the directions gives

$$S_{14}=\pm S_\sigma\sin^2\theta+S_\pi\cos^2\theta ,$$

with plus for disrotation and minus for conrotation.

For Slater 2p orbitals with exponent $1.6$ per bohr, $4.5$ bohr apart, integration on a grid gives $S_\sigma=0.157$ and $S_\pi=0.040$. At $60^\circ$ the two terms are $0.75\times0.157=0.118$ and $0.25\times0.040=0.010$. The overlap is therefore $0.128$ for disrotation and $-0.108$ for conrotation.

Turning $\phi_1$ also weakens its $\pi$ bond to atom 2. Only its $p_z$ part, of size $\cos\theta$, overlaps with $\phi_2$. The same holds at the other end. The couplings are thus

$$k_{12}=k_{34}=a=\cos\theta,\qquad k_{23}=b,$$

$$k_{14}=c=\pm K_s\sin^2\theta+K_p\cos^2\theta .$$

I take the round values $b=1$, $K_s=1.5$ and $K_p=0.1$, constant along the path. They are chosen model parameters: only their signs are taken from the overlaps, and their ratio of 15 differs from the overlap ratio $0.157/0.040\approx3.9$ found above. In a real molecule they change with distance. The angles found below depend on these values; Sections 3 and 4 show that the existence of the crossing does not, as long as $bK_p<1$ and $bK_s>0$.

## 2. Levels of any four-orbital ring

Atoms 1 and 3 couple only to atoms 2 and 4. Collect the couplings in

$$B=\begin{pmatrix}k_{12}&k_{14}\\k_{23}&k_{34}\end{pmatrix},$$

with rows for atoms 1, 3 and columns for atoms 2, 4. If $\mathbf p$ and $\mathbf q$ hold the amplitudes on the two pairs, the eigenvalue equations are

$$-B\mathbf q=e\,\mathbf p,\qquad -B^{T}\mathbf p=e\,\mathbf q .$$

Multiplying the first by $-B^T$ and using the second gives $B^TB\,\mathbf q=e^2\mathbf q$. The levels are therefore $\pm s_1$ and $\pm s_2$, where $s_1\ge s_2\ge0$ are the singular values of $B$. Define

$$N=k_{12}^2+k_{23}^2+k_{34}^2+k_{14}^2,$$

$$D=\det B=k_{12}k_{34}-k_{14}k_{23}.$$

The trace of $B^TB$ is $s_1^2+s_2^2=N$, and its determinant is $s_1^2s_2^2=D^2$. Hence $s_1s_2=|D|$ and

$$(s_1\pm s_2)^2=N\pm2|D| .$$

Four electrons fill $-s_1$ and $-s_2$, so

$$E_4=-2(s_1+s_2)=-2\sqrt{N+2|D|}.$$

The gap runs from $-s_2$ to $+s_2$:

$$\Delta=2s_2=(s_1+s_2)-(s_1-s_2)=\sqrt{N+2|D|}-\sqrt{N-2|D|}.$$

It closes when $D=0$. The sum $N$ measures how much coupling there is; $D$ measures how the two ways of pairing neighbours, 12 with 34 and 23 with 14, combine.

A ring with all $k=1$ is a regular Hückel cycle. It has $N=4$ and $D=0$, hence levels $-2,0,0,2$ and $E_4=-4$. Reversing one coupling makes a Möbius cycle with $D=2$. Its levels are $-\sqrt2$ and $\sqrt2$, each twice, and $E_4=-4\sqrt2=-5.66$. The open chain, with $N=3$ and $D=1$, has $E_4=-2\sqrt5=-4.47$. For four electrons, closing the regular ring costs energy with one sign and gains energy with the other.

## 3. The contributions, one at a time

On the closure path

$$D=a^2-bc=\cos^2\theta-bK_p\cos^2\theta\mp bK_s\sin^2\theta,$$

with the upper sign for disrotation. The three terms come from the terminal $\pi$ bonds, the sideways contact of the ends, and the new $\sigma$ contact. In disrotation $D$ starts at $1-bK_p$, positive if $bK_p<1$, and ends at $-bK_s$. It vanishes when

$$\tan^2\theta=\frac{1-bK_p}{bK_s}=\frac{0.9}{1.5}=0.6,\qquad \theta=37.76^\circ .$$

There $\cos^2\theta=1/1.6=0.625$ and $\sin^2\theta=0.375$, so the terms are

$$D_{\rm dis}=0.625-0.0625-0.5625=0,$$

$$D_{\rm con}=0.625-0.0625+0.5625=1.125 .$$

To see what each contribution does to the energy, switch them on in order at this angle. The sizes of such steps depend on the order chosen.

**Weakened terminal bonds.** With $c=0$ we have $N=2a^2+b^2$ and $D=a^2$, so $E_4=-2\sqrt{4a^2+b^2}$. Going from $a^2=1$ to $0.625$ changes this from $-4.472$ to $-2\sqrt{3.5}=-3.742$. The cost is $0.730$, the same for both rotations.

**Sideways contact.** Adding $c=K_p\cos^2\theta=0.0625$ gives $N=2.2539$ and $D=0.5625$, hence $E_4=-3.676$. This costs a further $0.065$, again in both cases.

**The $\sigma$ contact.** In disrotation $c$ becomes $0.0625+0.5625=0.625$. Then $N=1.25+1+0.3906=2.6406$, $D=0$, and $E_4=-3.250$: a cost of $0.426$. In conrotation $c=0.0625-0.5625=-0.500$. Then $N=2.5$, $D=1.125$, and $E_4=-2\sqrt{4.75}=-4.359$: a gain of $0.683$.

It may seem odd that a positive coupling, which can make a bond, raises the energy. Before the crossing $D>0$, and differentiating at $c=0$ shows why:

$$\frac{dE_4}{dc}=-\frac{2c-2b}{\sqrt{N+2D}}\bigg|_{c=0}=\frac{2b}{\sqrt{4a^2+b^2}}>0 .$$

The filled orbitals of the chain together have an antibonding relation between atoms 1 and 4. Their summed 1-4 bond order $P_{14}$ is negative: since $dE_4/dc=-2P_{14}$, it equals $-b/\sqrt{4a^2+b^2}=-0.53$ at $c=0$. The contact contributes $-2cP_{14}$ to the energy, which is a cost for positive $c$ up to the crossing and a gain for negative $c$. Past the crossing $P_{14}$ turns positive and the contact becomes a bond.

The conrotatory advantage at this angle is $4.359-3.250=1.109|\beta|$. It does not come from a larger total coupling, since $N$ is smaller for conrotation. With $D=0$ and $N=2.5$ the energy would be $-3.162$, which is $0.088$ above the disrotatory value. The term $D=1.125$ then lowers it by $1.197$. The sign outweighs the small disadvantage in magnitude.

The conrotatory gap follows from the same numbers:

$$\Delta_{\rm con}=\sqrt{4.75}-\sqrt{0.25}=2.179-0.500=1.679 .$$

## 4. Following the levels

A vanishing gap could mean that two levels touch and turn back. Symmetry shows that they cross. Disrotation preserves the mirror exchanging atoms 1 with 4 and 2 with 3. The even combinations $(\phi_1+\phi_4)/\sqrt2$ and $(\phi_2+\phi_3)/\sqrt2$ do not mix with the odd ones, formed with minus signs. The blocks are

$$H_+=\begin{pmatrix}-c&-a\\-a&-b\end{pmatrix},\qquad
H_-=\begin{pmatrix}c&-a\\-a&b\end{pmatrix}.$$

With $R=\sqrt{(b-c)^2/4+a^2}$, their eigenvalues are $-(b+c)/2\pm R$ and $(b+c)/2\pm R$. The upper even and lower odd levels are therefore

$$e_+=R-\frac{b+c}{2},\qquad e_-=\frac{b+c}{2}-R .$$

They are equal when $R^2=(b+c)^2/4$, that is, when $a^2=bc$. Both blocks have determinant $bc-a^2=-D$. While $D>0$, each block has one negative and one positive level, so one even and one odd orbital are filled. Once $D<0$, both even levels are negative and both odd levels positive. The levels have exchanged places.

The table lists the disrotatory frontier levels, the upper filled conrotatory level $e_2$, and the total energies, all in $|\beta|$. The lowest empty conrotatory level is $-e_2$.

| $\theta$ | $e_+$ dis | $e_-$ dis | $E_4$ dis | $e_2$ con | $E_4$ con |
|---:|---:|---:|---:|---:|---:|
| 0° | 0.547 | −0.547 | −4.386 | −0.547 | −4.386 |
| 30° | 0.184 | −0.184 | −3.635 | −0.733 | −4.331 |
| 37.76° | 0.000 | 0.000 | −3.250 | −0.840 | −4.359 |
| 45° | −0.186 | 0.186 | −3.600 | −0.956 | −4.423 |
| 60° | −0.569 | 0.569 | −4.300 | −1.113 | −4.652 |
| 90° | −1.000 | 1.000 | −5.000 | −1.000 | −5.000 |

In conrotation

$$D=(1-bK_p)\cos^2\theta+bK_s\sin^2\theta,$$

which is positive at every angle if $bK_p<1$. No crossing occurs. A scan of 4001 angles puts the smallest gap, $1.093|\beta|$, at the start of the path. The ring is not Möbius from the outset: the sideways contact keeps $c$ positive until $\tan^2\theta=K_p/K_s$, or $14.5^\circ$. This early stretch does not close the gap, because $D$ remains positive.

The symmetry kept in conrotation is a twofold axis in the carbon plane. It reverses both $x$ and $z$, so it takes $\phi_1$ to $-\phi_4$ and $\phi_2$ to $-\phi_3$. The minus combinations are now the even ones. The blocks have the same form as before, and their determinant $-D$ stays negative. One even and one odd orbital remain filled from reactant to product.

The argument needs no special path. It needs only equal site energies and couplings confined to the four neighbour pairs, so that the gap closes at $D=0$ as in Section 2. For the open chain $D=k_{12}k_{34}$ is positive. It is negative when the terminal $\pi$ couplings have vanished and $k_{23}$ and $k_{14}$ are positive. A continuous change between these ends must pass through $D=0$.

## 5. Corrections to the ideal crossing

Real end orbitals change their hybridization, so their site energies need not equal those of atoms 2 and 3. Couplings between next neighbours also exist. If these changes respect the mirror, even and odd levels still do not mix. As long as the filled sets at the two ends of the path differ in symmetry, a crossing remains. Raising both end sites by $0.2|\beta|$ and adding next-neighbour couplings of $0.1|\beta|$ moves it from $37.76^\circ$ to $37.90^\circ$.

Raising site 1 alone breaks the mirror. At the crossing, the two zero-energy states have end and inner components in the ratios $b:-a$ (even) and $b:a$ (odd). Each has weight $b^2/[2(a^2+b^2)]$ on atom 1. A shift $\delta$ there couples them by $\delta$ times this weight. To first order in $\delta$, the smallest gap is twice the coupling:

$$\Delta\simeq\frac{\delta b^2}{a^2+b^2}=\frac{0.2}{1.625}=0.123 .$$

Diagonalization along the path also gives $0.123|\beta|$. The crossing is now avoided, but the gap is still far below the conrotatory one. Raising one site by $\delta$ raises every level by an amount between $0$ and $\delta$, so the conrotatory gap, at least $1.093|\beta|$ without the shift, stays above $1.093-0.2=0.893|\beta|$. A modest asymmetry softens the rule without reversing it in this model.

A larger change comes from promoting one electron across the gap. The energy is then $-2s_1-s_2+s_2=-2s_1$. From Section 2,

$$2s_1=\sqrt{N+2|D|}+\sqrt{N-2|D|},$$

$$(2s_1)^2=2N+2\sqrt{N^2-4D^2}.$$

This decreases as $|D|$ grows. For equal coupling magnitudes, the Möbius ring has the larger $|D|$, so it is lower in the ground configuration and higher in the promoted one. For regular rings the promoted energies are $-4$ (Hückel) and $-2.83$ (Möbius). This is the orbital basis of the reversed photochemical preference; the motion of an excited molecule is a further question.

## 6. The molecule with all its electrons

The model omits the $\sigma$ frame, electron repulsion and contacts between hydrogen atoms. To include them at a simple level, I computed C$_4$H$_6$ by restricted Hartree-Fock theory in the STO-3G basis. The central bond changes from $2.8$ to $2.5$ bohr, the terminal bonds from $2.5$ to $2.9$ bohr, and the carbon angle from $125^\circ$ to $94^\circ$, all linearly with the turn of the CH$_2$ groups. The carbon frame stays planar, so the starting point is planar s-cis butadiene. The C–H bonds are held at $2.05$ bohr and the HCH angle at $116^\circ$, while the bisector of each CH$_2$ group swings from the line of the terminal bond towards the outward bisector of the ring angle. The two paths differ in the relative sense of the turn. The geometries are prescribed, not optimized.

Of the 15 doubly filled orbitals, butadiene has 8 even and 7 odd under the mirror; cyclobutene has 9 and 6. The disrotatory path must therefore change its filled set. Under the twofold axis the counts are 8 and 7 at both ends. This is the pattern found with four orbitals.

On the disrotatory path, one can follow the configuration filled as in butadiene (R) and the one filled as in cyclobutene (P). Energies are in Ry above butadiene:

| Turn | con | dis, R | dis, P |
|---:|---:|---:|---:|
| 27° | 0.138 | 0.153 | 0.796 |
| 45° | 0.298 | 0.429 | 0.569 |
| 54° | 0.317 | 0.633 | 0.422 |
| 63° | 0.245 | 0.886 | 0.263 |
| 72° | 0.117 | 1.141 | 0.113 |

R and P change order between $45^\circ$ and $54^\circ$. Among the sampled points, including $36^\circ$ and $81^\circ$, the lower disrotatory configuration reaches $0.429$ Ry and the conrotatory one $0.317$ Ry. The difference is $0.112$ Ry, or $1.53$ eV. The entries are not converged in the basis: in 6-31G* the same two points give $0.375$ and $0.262$ Ry, and P at $54^\circ$ moves from $0.422$ to $0.336$ Ry, although the difference between the two points stays at $0.113$ Ry. Straight lines between the two points nearest the exchange would put the disrotatory crossing near $0.51$ Ry, so the sampled difference probably understates the restricted Hartree-Fock difference on these paths. The number belongs to the restricted closed-shell description. On both paths the restricted solutions are unstable to spin polarization: unrestricted STO-3G solutions at $45^\circ$ and $54^\circ$ lie $0.16$ to $0.17$ Ry lower in conrotation and $0.25$ to $0.29$ Ry lower in disrotation, leaving the two paths only about $0.01$ Ry apart. Those solutions are strongly spin-contaminated ($\langle S^2\rangle\approx1.3$ to $1.4$), so neither figure fixes the correlated difference.

These energies are not activation energies. Relaxing the geometries would change them. Hartree-Fock theory leaves out electron correlation, including the mixing of R and P that would round off and lower their crossing. The two paths also place the hydrogens differently (the shortest H···H distance between the ends at $45^\circ$ is $3.8$ bohr in disrotation and $4.5$ bohr in conrotation); the share of this in the energy difference is not separated here. At $72^\circ$ the disrotatory energy is even slightly the lower, by $0.004$ Ry, so the conrotatory preference does not hold at every point.

The symmetry count is the cleaner evidence, because it does not depend on how these energy contributions balance. Disrotation has to exchange a filled odd orbital for an even one, while conrotation can carry the filled set of butadiene into that of cyclobutene.
